\section*{Methfessel–Paxton smearing: vanishing moments, step function and generalized entropy, part 1}

(Sections cited here and not found follow in the second part.)

\section{The first correction to a Gaussian}

In a metal the occupation $\theta(\mu-\varepsilon)$ jumps at the Fermi level, and a sum over a finite $k$-mesh converges slowly. Smearing replaces the jump by a smooth function of $x=(\varepsilon-\mu)/\sigma$, with $\sigma$ an energy width, and the delta function behind the jump by a broadened $D(x)$. The damage to a smooth function $\phi$ is read from its Taylor series, an identity for polynomials and, for the Gaussian-damped $D$ used below and a $\phi$ that grows no faster than a power, an asymptotic expansion for small $\sigma$,
\begin{equation}
\int \phi(\sigma x)D(x)\,dx=\sum_k \frac{\sigma^k\phi^{(k)}(0)}{k!}M_k,\qquad M_k=\int x^kD(x)\,dx .
\end{equation}
Integrals without limits run over the whole real line. A true delta function has $M_0=1$ and all other moments zero.

Take the Gaussian $D_0=e^{-x^2}/\sqrt\pi$ and call its even moments $I_{2j}$. Writing $x^{2j+2}e^{-x^2}=-\tfrac12x^{2j+1}(e^{-x^2})'$ and integrating by parts gives $I_{2j+2}=(j+\tfrac12)I_{2j}$, so $I_0,I_2,I_4,I_6=1,\tfrac12,\tfrac34,\tfrac{15}{8}$. The error of Gaussian smearing starts at $\sigma^2$. To remove it, try $D_1=(a+bx^2)e^{-x^2}/\sqrt\pi$ and demand $M_0=1$, $M_2=0$:
\begin{equation}
a+\tfrac12 b=1,\qquad \tfrac12a+\tfrac34b=0 .
\end{equation}
The second equation gives $a=-\tfrac32b$, the first then $-b=1$, so $b=-1$ and $a=\tfrac32$. The odd moments vanish because $D_1$ is even, and $M_4=\tfrac32\cdot\tfrac34-\tfrac{15}{8}=-\tfrac34$. The error now starts at $\sigma^4$. Two features carry over to every higher order. First, the function takes negative values somewhere ($D_1$ does so for $x^2>\tfrac32$; where this happens changes with the order), which cannot be avoided, since $\int x^2D\,dx=0$ is impossible for a continuous non-negative $D$ of unit area. Second, the correction is a total derivative,
\begin{equation}
D_1-D_0=\frac{\tfrac12-x^2}{\sqrt\pi}\,e^{-x^2}=-\frac{1}{4\sqrt\pi}(4x^2-2)e^{-x^2}=-\frac{1}{4\sqrt\pi}\frac{d^2}{dx^2}e^{-x^2},
\end{equation}
so it can be integrated in closed form. Derivatives of a Gaussian are Hermite polynomials times the same Gaussian.

\section{Hermite polynomials}

The Hermite polynomials are defined by $H_m(x)e^{-x^2}=(-d/dx)^m e^{-x^2}$. One more derivative gives
\begin{equation}
\frac{d}{dx}\left[H_me^{-x^2}\right]=-H_{m+1}e^{-x^2},\qquad \int_x^\infty H_{m+1}e^{-t^2}dt=H_m(x)e^{-x^2}. \label{eq:deriv}
\end{equation}
The Taylor series of $e^{-(x-t)^2}$ in $t$ is $\sum_m (t^m/m!)(-d/dx)^me^{-x^2}$. Multiplying by $e^{x^2}$,
\begin{equation}
W(x,t)=e^{2xt-t^2}=\sum_{m=0}^\infty H_m(x)\frac{t^m}{m!}.
\end{equation}
The coefficient of $t^m/m!$ in $\partial_tW=(2x-2t)W$ gives $H_{m+1}=2xH_m-2mH_{m-1}$, that is
\begin{equation}
xH_m=\tfrac12H_{m+1}+mH_{m-1}. \label{eq:rec}
\end{equation}
Starting from $H_0=1$, the recurrence shows that $H_m$ has degree $m$, leading coefficient $2^m$ and parity $(-1)^m$. The same comparison in $\partial_xW=2tW$ gives $H_m'=2mH_{m-1}$. At $x=0$, $W=e^{-t^2}=\sum_n(-1)^nt^{2n}/n!$, so
\begin{equation}
H_{2n}(0)=(-1)^n\frac{(2n)!}{n!},\qquad H_{2n+1}(0)=0. \label{eq:zero}
\end{equation}
For a polynomial $P$, $m$ integrations by parts move the derivatives from the Gaussian onto $P$; each brings a factor $-1$ that cancels one from $(-d/dx)^m$, and the boundary terms vanish. Thus $\int PH_me^{-x^2}dx=\int P^{(m)}e^{-x^2}dx$. This is zero if $P$ has degree below $m$, and for $P=H_m$ the $m$-th derivative is the constant $2^mm!$:
\begin{equation}
\int H_lH_me^{-x^2}dx=2^mm!\sqrt\pi\,\delta_{lm}. \label{eq:orth}
\end{equation}

\section{The coefficients and the moments}

Write formally $\delta(x)=\sum_mc_mH_m(x)e^{-x^2}$, multiply by $H_m$ and integrate. The left side gives $H_m(0)$ and the right side $c_m2^mm!\sqrt\pi$. By \eqref{eq:zero} the odd coefficients vanish, and
\begin{equation}
c_{2n}=\frac{(-1)^n(2n)!/n!}{2^{2n}(2n)!\sqrt\pi}=\frac{(-1)^n}{n!\,4^n\sqrt\pi}\equiv A_n .
\end{equation}
The Methfessel--Paxton function of order $N$ is the truncation
\begin{equation}
D_N(x)=\sum_{n=0}^NA_nH_{2n}(x)e^{-x^2}.
\end{equation}
With $A_1=-1/(4\sqrt\pi)$ and $H_2=4x^2-2$ this reproduces $D_1$ above.

The moments do not depend on the formal step. Let $P$ have degree at most $2N+1$. Since $H_m$ has degree $m$, $P=\sum_{m\le2N+1}p_mH_m$. Because $c_{2N+1}=0$, $D_N$ may be written as $\sum_{m\le 2N+1}c_mH_me^{-x^2}$, and \eqref{eq:orth} gives
\begin{equation}
\int PD_N\,dx=\sum_{m\le2N+1}p_m\,c_m2^mm!\sqrt\pi=\sum_{m\le2N+1}p_mH_m(0)=P(0). \label{eq:exact}
\end{equation}
Taking $P=x^k$ yields $M_0=1$ and $M_1=\dots=M_{2N+1}=0$. Every odd moment vanishes by parity, beyond $2N+1$ too, so the work done by the truncation is to cancel $M_2,\dots,M_{2N}$.

For $P=x^{2N+2}$ the leading coefficients fix $p_{2N+2}=2^{-(2N+2)}$. That term is orthogonal to $D_N$ and is missing from the sum, which therefore equals $P(0)-p_{2N+2}H_{2N+2}(0)$. With $P(0)=0$ and $H_{2N+2}(0)=(-1)^{N+1}(2N+2)!/(N+1)!$,
\begin{equation}
M_{2N+2}=\frac{(-1)^N(2N+2)!}{(N+1)!\,4^{N+1}}. \label{eq:M}
\end{equation}
The values for $N=0,1,2$ are $0.5$, $-0.75$ and $1.875$; the first two agree with the opening section.

The moment conditions also fix $D_N$ uniquely among functions $R(x)e^{-x^2}$ with $R$ of degree at most $2N+1$. If $Q$ is the difference of two such polynomials, $Qe^{-x^2}$ has moments $0$ to $2N+1$ all zero, so it integrates to zero against $Q$ itself; $\int Q^2e^{-x^2}dx=0$ forces $Q=0$.

\section{In what sense the series converges}

Let $\hat D(k)=\int e^{-ikx}D\,dx$. The transform $J(k)$ of $e^{-x^2}$ obeys $J'=-\tfrac12kJ$ (differentiate under the integral, write $xe^{-x^2}=-\tfrac12(e^{-x^2})'$ and integrate by parts), so $J=\sqrt\pi e^{-k^2/4}$. Since $H_{2n}e^{-x^2}$ is the $2n$-th derivative of the Gaussian, its transform is $(ik)^{2n}J=(-1)^nk^{2n}J$. The sign cancels that of $A_n$:
\begin{equation}
\hat D_N(k)=e^{-k^2/4}\sum_{n=0}^N\frac{(k^2/4)^n}{n!}. \label{eq:ft}
\end{equation}
The sum is a partial sum of $e^{+k^2/4}$ with non-negative terms. Hence $0<\hat D_N\le1$, and at fixed $k\neq0$ it rises with $N$ towards $1$, the transform of $\delta$. For a continuous $\phi=(2\pi)^{-1}\int\hat\phi\,e^{ikx}dk$ with integrable $\hat\phi$, and $D_N$ even,
\begin{equation}
\phi(0)-\int\phi D_N\,dx=\frac1{2\pi}\int\hat\phi(k)\left[1-\hat D_N(k)\right]dk .
\end{equation}
The integrand is bounded by $|\hat\phi|$ and tends to zero at each $k$, so dominated convergence sends the difference to zero. The expansion holds under an integral against such $\phi$; at $x=0$ the partial sums themselves grow without bound, as shown below.

\section{The step function}

The sharp occupation is $\theta(-x)=\int_x^\infty\delta(t)\,dt$, so define $f_N(x)=\int_x^\infty D_N(t)\,dt$, with $f_N'=-D_N$. The $n=0$ term is $\pi^{-1/2}\int_x^\infty e^{-t^2}dt=\tfrac12\operatorname{erfc}x$, and for $n\ge1$ \eqref{eq:deriv} applies with $m+1=2n$:
\begin{equation}
f_N(x)=\tfrac12\operatorname{erfc}x+\sum_{n=1}^NA_nH_{2n-1}(x)e^{-x^2}. \label{eq:f}
\end{equation}
Since $D_N$ is even with unit area, $f_N(-x)=\int_{-\infty}^{x}D_N\,dt=1-f_N(x)$ and $f_N(0)=\tfrac12$. For $N=1$, $H_1=2x$ gives $f_1=\tfrac12\operatorname{erfc}x-xe^{-x^2}/(2\sqrt\pi)$.

\section{The entropy}

Consider independent electrons with levels $\varepsilon_i$, where $i$ collects band, $k$-point and spin and the sums carry the $k$-point weights. The energy $E=\sum_if_i\varepsilon_i$ is not stationary when occupation is moved between levels, and the generalized entropy is the term that repairs this. Parametrize each occupation as $f_i=f_N(y_i)$ with free real $y_i$ and set
\begin{equation}
\Omega=\sum_i\left[f_N(y_i)(\varepsilon_i-\mu)-\sigma s_N(y_i)\right].
\end{equation}
The function $s_N$ is dimensionless and $\sigma$ takes the place of $k_BT$. We require $\partial\Omega/\partial y_i=f_N'(y_i)(\varepsilon_i-\mu)-\sigma s_N'(y_i)$ to vanish at $y_i=x_i=(\varepsilon_i-\mu)/\sigma$ for any value of $x_i$. This forces
\begin{equation}
s_N'(x)=xf_N'(x)=-xD_N(x).
\end{equation}
As a check of the sign, the Fermi--Dirac pair $f=1/(e^x+1)$, $s=-f\ln f-(1-f)\ln(1-f)$ has $ds/df=\ln[(1-f)/f]=x$, the same relation. An empty level should carry no entropy, $s_N(\infty)=0$, so $s_N(x)=\int_x^\infty tD_N(t)\,dt$. A full level then has $s_N(-\infty)=M_1=0$.

Apply \eqref{eq:rec} with $m=2n$ and then \eqref{eq:deriv} to each piece:
\begin{equation}
\int_x^\infty tH_{2n}e^{-t^2}dt=\int_x^\infty\left(\tfrac12H_{2n+1}+2nH_{2n-1}\right)e^{-t^2}dt=\left(\tfrac12H_{2n}+2nH_{2n-2}\right)e^{-x^2},
\end{equation}
the second piece being absent for $n=0$. The coefficients obey $A_n=-A_{n-1}/(4n)$, so $2nA_n=-\tfrac12A_{n-1}$, and
\begin{align}
s_N\,e^{x^2}&=\tfrac12\sum_{n=0}^NA_nH_{2n}+\sum_{n=1}^N2nA_nH_{2n-2}\nonumber\\
&=\tfrac12\sum_{n=0}^NA_nH_{2n}-\tfrac12\sum_{n=0}^{N-1}A_nH_{2n},
\end{align}
where the index of the second sum has been shifted by one. All terms cancel except $n=N$:
\begin{equation}
s_N(x)=\tfrac12A_NH_{2N}(x)\,e^{-x^2}. \label{eq:s}
\end{equation}
The $\tfrac12$ is a prefactor and the exponent is $-x^2$. For $N=0$ this is $e^{-x^2}/(2\sqrt\pi)$, with $s_0(0)=0.2821$; for $N=1$ it is $(1-2x^2)e^{-x^2}/(4\sqrt\pi)$, with $s_1(0)=0.1410$.

Stationarity makes derivatives simple. At fixed electron number $n$ let $F=\Omega+\mu n=E-\sigma S$, with $S=\sum_is_N(x_i)$. As a function of the independent variables $y_i$ and $\mu$, $F$ has $\partial F/\partial y_i=0$ by construction and $\partial F/\partial\mu=n-\sum_if_i=0$. When $\sigma$ or a parameter $\lambda$ of the levels changes, the induced changes of $y_i$ and $\mu$ drop out and the explicit dependence remains:
\begin{equation}
\frac{dF}{d\lambda}=\sum_if_i\frac{\partial\varepsilon_i}{\partial\lambda},\qquad\frac{dF}{d\sigma}=-S. \label{eq:HF}
\end{equation}
The occupation-weighted force is the derivative of $F$; the derivative of $E$ differs from it by $\sigma\,dS/d\lambda$.

\section{What is given up for $N\ge1$}

Differentiating \eqref{eq:s} with \eqref{eq:deriv} gives $s_N'=-\tfrac12A_NH_{2N+1}e^{-x^2}$, and equating this with $-xD_N$ sums the series:
\begin{equation}
D_N(x)=\frac{A_NH_{2N+1}(x)}{2x}\,e^{-x^2}. \label{eq:closed}
\end{equation}
The Gaussian vanishes at $\pm\infty$, as do its derivatives, so by Rolle's theorem each differentiation adds at least one real zero; $H_m$ has at least $m$ distinct real zeros and, being of degree $m$, has $m$ simple ones. One zero of the odd $H_{2N+1}$ is $x=0$ and is divided out, so $D_N$ changes sign $2N$ times. At the origin $H_{2N+1}/(2x)\to\tfrac12H_{2N+1}'(0)=(2N+1)H_{2N}(0)$, which gives $D_N(0)=(2N+1)!/(N!^2\,4^N\sqrt\pi)$. Stirling's formula, $(2N)!/N!^2\simeq4^N/\sqrt{\pi N}$, turns this into $D_N(0)\simeq2\sqrt N/\pi$ at large $N$; for $N=100$ the value is $6.390$ and the estimate $6.366$.

The occupations leave $[0,1]$. Exchanging the order of integration, $\int_0^\infty xf_N\,dx=\int_0^\infty\tfrac12t^2D_N\,dt=\tfrac14M_2=0$. Since $f_N$ is continuous with $f_N(0)=\tfrac12$, it must be negative somewhere at $x>0$, and by symmetry above $1$ at the mirror point. For $N=1$ the extrema lie at the zeros $x=\pm\sqrt{3/2}=\pm1.2247$ of $D_1$, where $f_1=-0.0355$ and $1.0355$.

The entropy turns negative. Integration by parts with $s_N'=-xD_N$ gives
\begin{equation}
\int x^ks_N\,dx=-\int\frac{x^{k+1}}{k+1}s_N'\,dx=\frac{M_{k+2}}{k+1}, \label{eq:smom}
\end{equation}
which vanishes for $k\le2N-1$. In particular $s_N$ has zero area. The minimum of $s_1$ is $-0.0629$, again at $|x|=1.2247$.

The entropy is not a function of the occupation. Near a simple zero $x_*$ of $D_N$, $f_N$ has an extremum, so there are points $a<x_*<b$ with $f_N(a)=f_N(b)$, that is $\int_a^bD_N\,dt=0$. Then $s_N(a)-s_N(b)=\int_a^btD_N\,dt=\int_a^b(t-x_*)D_N\,dt$, and this is not zero because both factors change sign at $x_*$ and their product keeps one sign. This is the reason for varying $y_i$ and not $f_i$.

The stationary point need not be a minimum. With $f_N'=-D_N$ and $s_N'=-yD_N$, $\partial\Omega/\partial y_i=\sigma D_N(y_i)(y_i-x_i)$, so $\partial^2\Omega/\partial y_i^2=\sigma D_N(x_i)$ at $y_i=x_i$. A level at $x=1.9$ has $D_1=-0.0322$ and sits at a maximum. The zeros of $D_N$ are further stationary points. For $N\ge1$, $S$ is therefore a device that secures \eqref{eq:HF}, not a thermodynamic entropy.

We now have the Methfessel--Paxton functions $D_N$, $f_N$ and $s_N$ in closed form, the derivative relations that the entropy term secures, and an account of what is given up for $N\ge1$. It remains to find how the energies of a metal depend on $\sigma$ and what a higher order costs in $k$-points, and to test the results on a tight-binding chain.

All numerical values are calculated from the stated model.
